# Full-CI proton shielding of H2: sum over states and finite field

## Problem

Consider H2 with clamped nuclei at its equilibrium bond length \(R\), without relativity, vibration or rotation. The molecule lies along \(z\) with its centre at \(z=0\), and the shielded proton N is at \(z=R/2\). The electron charge is \(-e\).

1. Derive the shielding \(\sigma_{xx}\) as a ground-state expectation value plus a sum over excited states.
2. Evaluate it by full configuration interaction (full CI) in a sequence of basis sets. Judge whether the isotropic values are compatible with a target of about 26.7 ppm.
3. Obtain \(\sigma_{xx}\) again from energies in finite fields, without a response formula.
4. Find the effect of electron correlation, defined as full CI minus Hartree–Fock (HF) in the same basis, at the same geometry and gauge origin.

## Hints

**Hint 1.** The shielding is a mixed derivative. Only terms linear in the field \(B\), linear in the nuclear moment \(m\), or proportional to \(Bm\) can contribute.

**Hint 2.** A two-electron singlet has a symmetric spatial function. Reflections in the planes containing the molecular axis tell which excited states \(L_x\) can reach.

**Hint 3.** In the four energies \(E(\pm B,\pm m)\), a suitable combination of signs removes every term even in \(B\) or even in \(m\).

**Hint 4.** In HF both electrons share one orbital \(\varphi\). Ask what a magnetic field does to \(|\varphi|^2\) at first order.

## Solution

### 1. The shielding formula

Let \(\mathbf r_O\) and \(\mathbf r_N\) be the electron position measured from the gauge origin O and from N. The vector potential is

\[
\mathbf A=\tfrac12\mathbf B\times\mathbf r_O+\frac{\mu_0}{4\pi}\frac{\mathbf m\times\mathbf r_N}{r_N^3}.
\]

Both parts have zero divergence, so \(\mathbf p\cdot\mathbf A+\mathbf A\cdot\mathbf p=2\mathbf A\cdot\mathbf p\), and

\[
\frac{(\mathbf p+e\mathbf A)^2}{2m_e}=\frac{p^2}{2m_e}+\frac{e}{m_e}\mathbf A\cdot\mathbf p+\frac{e^2A^2}{2m_e}.
\]

With \((\mathbf B\times\mathbf r_O)\cdot\mathbf p=\mathbf B\cdot(\mathbf r_O\times\mathbf p)\), and the same step for \(\mathbf m\), the linear terms are

\[
\frac{e}{2m_e}\mathbf B\cdot\mathbf L_O,\qquad
\frac{\mu_0e}{4\pi m_e}\,\mathbf m\cdot\frac{\mathbf L_N}{r_N^3}.
\]

The cross term of \(A^2\) carries a factor 2, which cancels the \(\tfrac12\) in \(\mathbf A\). The identity for a product of two cross products then gives

\[
\frac{\mu_0e^2}{8\pi m_e}\,
\frac{(\mathbf B\cdot\mathbf m)(\mathbf r_O\cdot\mathbf r_N)-(\mathbf B\cdot\mathbf r_N)(\mathbf m\cdot\mathbf r_O)}{r_N^3}.
\]

Electron spin adds nothing here: the spin Zeeman operator is proportional to the total spin, which annihilates a singlet. The coupling of the electron spins to \(\mathbf m\) connects a singlet only to triplets, which the spin-free operator \(\mathbf L_O\) cannot reach, so it gives no cross term either.

The shielding is defined by the energy \(-\mathbf m\cdot(1-\boldsymbol\sigma)\cdot\mathbf B\). The bare term \(-\mathbf m\cdot\mathbf B\) is not part of the electronic energy \(E\), so \(\sigma_{xx}=\partial^2E/\partial m_x\partial B_x\) at zero field.

For both vectors along \(x\), write the perturbation as \(BV_B+mV_m+BmW\). Through second order,

\[
E=E_0+Bm\langle W\rangle-\sum_{n\neq0}\frac{|\langle n|BV_B+mV_m|0\rangle|^2}{E_n-E_0}.
\]

The first-order terms in \(V_B\) and \(V_m\) vanish because the ground state is real and these operators are imaginary. The cross term of the square is \(2Bm\,\mathrm{Re}\langle0|V_m|n\rangle\langle n|V_B|0\rangle\). Its prefactor is \(2\cdot\frac{e}{2m_e}\cdot\frac{\mu_0e}{4\pi m_e}\). Hence \(\sigma_{xx}=\sigma^d_{xx}+\sigma^p_{xx}\), with

\[
\sigma^d_{xx}=\frac{\mu_0e^2}{8\pi m_e}\Big\langle\sum\frac{y_Oy_N+z_Oz_N}{r_N^3}\Big\rangle,
\]
\[
\sigma^p_{xx}=-\frac{\mu_0e^2}{4\pi m_e^2}\sum_{n\neq0}\frac{\mathrm{Re}\,\langle0|\Lambda_x|n\rangle\langle n|L_{O,x}|0\rangle}{E_n-E_0},
\qquad \Lambda_x=\sum\frac{L_{N,x}}{r_N^3}.
\]

Sums without an index run over the two electrons. For fields along the axis, \(L_z|0\rangle=0\), so \(\sigma_{zz}\) is purely diamagnetic, with \(x^2+y^2\) in the numerator. Since \(\sigma_{yy}=\sigma_{xx}\), the isotropic value is \(\sigma=(2\sigma_{xx}+\sigma_{zz})/3\).

With lengths in \(a_0\), energies in hartree and angular momenta in \(\hbar\), the natural unit of shielding is

\[
\kappa=\frac{\mu_0e^2}{4\pi m_ea_0}=53.2514\ \text{ppm}.
\]

### 2. Full CI and the explicit sum

For real orthonormal orbitals \(\varphi_p\), the singlet basis functions are

\[
\Phi_{pq}=n_{pq}[\varphi_p(1)\varphi_q(2)+\varphi_q(1)\varphi_p(2)],
\]

with \(n_{pq}=1/\sqrt2\) for \(p\ne q\) and \(n_{pp}=1/2\). A matrix element has four products, equal in pairs under exchange of the electron labels. Therefore

\[
\begin{aligned}
H_{pq,rs}=2n_{pq}n_{rs}\big[&h_{pr}\delta_{qs}+\delta_{pr}h_{qs}+h_{ps}\delta_{qr}+\delta_{ps}h_{qr}\\
&+(pr|qs)+(ps|qr)\big],
\end{aligned}
\]

where \((pr|qs)\) is the repulsion between the charge distributions \(\varphi_p\varphi_r\) and \(\varphi_q\varphi_s\).

The operator \(L_x=yp_z-zp_y\) is odd under \(y\to-y\) and even under \(x\to-x\), and so is \(\Lambda_x\). The ground state is even under both. Only states with the parities of \(L_x\) contribute, and diagonalizing that block supplies all of them.

Write \(L_{O,x}=-i\hbar G\) and \(\Lambda_x=-i\hbar G'\), with real antisymmetric matrices. The numerator becomes

\[
(-i\hbar)^2G'_{0n}G_{n0}=+\hbar^2G'_{n0}G_{n0}.
\]

The two factors belong to different operators, so neither a single term nor the whole of \(\sigma^p\) has a fixed sign.

The bond length is the minimum of the full-CI/aug-cc-pVTZ energy, \(R=1.4041\,a_0\) (74.30 pm). The third basis below is aug-cc-pVQZ with its f functions removed. Isotropic full-CI values in ppm are:

| Basis | O at centre | O at N | O at other proton |
|---|---:|---:|---:|
| aug-cc-pVDZ | 26.34 | 26.80 | 25.88 |
| aug-cc-pVTZ | 26.56 | 26.72 | 26.40 |
| aug-cc-pVQZ, no f | 26.60 | 26.67 | 26.52 |

In the largest basis, with O at the centre,

\[
\sigma=\frac{2(25.975)+27.837}{3}=26.60\ \text{ppm}=2.660\times10^{-5}.
\]

A complete basis would give one value for all origins. The spread falls from 0.91 to 0.31 to 0.15 ppm; the centre values rise while those with O at N fall. This is compatible with a limit near 26.7 ppm, but does not fix its third digit. The spread diagnoses basis error without bounding it. Restoring the f functions of aug-cc-pVQZ moves the centre value by less than 0.001 ppm, lowers the value with O at N to 26.66 ppm and raises the one at the other proton to 26.53 ppm. The spread is then 0.135 ppm.

Geometry matters at the next digit. The slope in aug-cc-pVDZ is about \(-10\) ppm per \(a_0\), so a bond shorter by \(0.003\,a_0\) would raise \(\sigma\) by about 0.03 ppm.

The division into two parts depends strongly on O. When O is at N, \(\mathbf r_O=\mathbf r_N\). The three diagonal numerators then add up to \(2r_N^2\), and the isotropic diamagnetic part is

\[
\frac13\cdot\frac{\kappa}{2}\cdot2\Big\langle\sum\frac{a_0}{r_N}\Big\rangle
=\frac{53.2514}{3}(1.82218)=32.34\ \text{ppm}.
\]

The paramagnetic contribution to the isotropic value is \(-5.67\) ppm, leaving 26.67 ppm. With O at the centre the parts are 26.05 and \(+0.54\) ppm, so the "paramagnetic" part is positive there.

The sum cannot be cut off after a few bound states. With O at N, the largest basis has a single contributing state below the vertical ionisation energy, and it supplies 29.7 % of \(\sigma^p\). The rest comes from states above ionisation. In a finite basis these are discrete and stand for the continuum together with the Rydberg states that the basis cannot place below the threshold. With O at the centre the computed share of the bound states is 0.0 %, but this zero needs care. \(L_{O,x}\) is then even under inversion, so only \(\Pi_g\) states contribute. The bound ones are diffuse Rydberg states, and this basis is not diffuse enough to place any of them below the ionisation energy. The zero is therefore an empty sum. Both shares therefore belong to the basis, and the zero does not show that bound \(\Pi_g\) states contribute nothing in the real molecule.

### 3. Finite field

Define the dimensionless field and moment

\[
b=\frac{ea_0^2B}{\hbar},\qquad \lambda=\frac{\mu_0em}{4\pi\hbar a_0}.
\]

Dividing the perturbation by the hartree energy \(E_h=\hbar^2/(m_ea_0^2)\) gives

\[
\frac b2L_{O,x}+\lambda\Lambda_x+\frac{b\lambda}{2}\sum\frac{y_Oy_N+z_Oz_N}{r_N^3},
\]

with all operators now in atomic units. By the chain rule,

\[
\sigma_{xx}=E_h\,\frac{ea_0^2}{\hbar}\,\frac{\mu_0e}{4\pi\hbar a_0}\,
\frac{\partial^2\varepsilon}{\partial b\,\partial\lambda}
=\kappa\frac{\partial^2\varepsilon}{\partial b\,\partial\lambda},
\qquad \varepsilon=E/E_h.
\]

Expand \(\varepsilon=\sum_{jk}\varepsilon_{jk}b^j\lambda^k\). The combination

\[
\frac{\varepsilon(b,\lambda)-\varepsilon(b,-\lambda)-\varepsilon(-b,\lambda)+\varepsilon(-b,-\lambda)}{4b\lambda}
=\varepsilon_{11}+\varepsilon_{31}b^2+\varepsilon_{13}\lambda^2+\dots
\]

keeps only odd \(j\) and odd \(k\). Operators proportional to \(B^2\) or \(m^2\) alone do not enter the mixed derivative derived in part 1, so they are left out of \(\varepsilon\). For \(m^2\) this is also necessary: the operator contains \((y_N^2+z_N^2)/r_N^6\), whose expectation value diverges at the position of a point dipole.

Each energy is the lowest eigenvalue of a complex Hermitian full-CI matrix. The step is \(b=\lambda=3\times10^{-4}\), which for the field means 70.5 T. The results for \(\sigma_{xx}\) are:

- aug-cc-pVDZ, O at N: 26.39376 ppm from the sum and 26.39375 ppm from the energies;
- aug-cc-pVTZ, O at the centre: 25.93359 and 25.93358 ppm.

The extra digits show numerical agreement within one basis, not the accuracy of the physical value. Both routes inherit the same basis error.

### 4. Hartree–Fock and the correlation effect

For one doubly occupied orbital, the Fock operator is \(h+2J-K\), where \(J\) is the Coulomb potential of \(|\varphi|^2\). Acting on \(\varphi\) itself, exchange gives

\[
K\varphi=\varphi(\mathbf r)\,\frac{e^2}{4\pi\epsilon_0}\int\frac{|\varphi(\mathbf r')|^2}{|\mathbf r-\mathbf r'|}d^3r'=J\varphi,
\]

also for complex \(\varphi\). The orbital therefore obeys \((h+J)\varphi=\epsilon\varphi\).

In this part \(V_B\), \(V_m\) and \(W\) denote the operators of one electron, and \(|0\rangle\) is the zero-field orbital \(\varphi_0\). The zero-field operator is real and \(V_B\) is imaginary, so complex conjugation turns the self-consistent orbital at \(B\) into the one at \(-B\). The term linear in \(B\) is therefore imaginary: \(\varphi=\varphi_0+iB\chi\) to first order, with real \(\chi\). Then

\[
|\varphi|^2=(\varphi_0+iB\chi)(\varphi_0-iB\chi)=\varphi_0^2+O(B^2).
\]

There is no linear change, so \(J\) stays fixed at first order. If \(\varphi_a\) and \(\epsilon_a\) are the eigenfunctions and eigenvalues of the zero-field \(h+J\), the first-order orbital is

\[
\varphi_1=-\sum_{a\ne0}\varphi_a\frac{\langle a|V_B|0\rangle}{\epsilon_a-\epsilon_0}.
\]

The HF energy is stationary with respect to the orbital, so \(\partial E/\partial m=2\langle\varphi|V_m+BW|\varphi\rangle\). Differentiating with respect to \(B\) gives

\[
\sigma_{xx}^{\rm HF}=2\langle0|W|0\rangle-4\sum_{a\neq0}\frac{\mathrm{Re}\langle0|V_m|a\rangle\langle a|V_B|0\rangle}{\epsilon_a-\epsilon_0}.
\]

The \(\epsilon_a\) are not the usual HF virtual energies, which belong to \(h+2J-K\).

This was tested against self-consistent complex HF with the general exchange operator. In aug-cc-pVDZ with O at N, both routes give \(\sigma_{xx}=26.0333\) ppm. Doubling \(B\) multiplies the density change by 4.001, as expected for a quadratic effect.

In the largest basis, with O at the centre, correlation contributes

\[
26.5955-26.4163=0.1792\ \text{ppm},
\]

about 0.7 % of the shielding. The corresponding aug-cc-pVTZ value is 0.182 ppm. In the largest basis, the three origins give 0.170 to 0.189 ppm. This range of 0.019 ppm is much narrower than the 0.15 ppm spread of \(\sigma\) itself, so much of the origin-dependent basis error cancels in the difference. With the f functions restored, the centre value becomes 0.1795 ppm and the three origins give 0.177 to 0.182 ppm. A fair statement is 0.18 ppm, with about 0.01 ppm of visible basis and origin dependence.

Its division is again a matter of origin. At the centre, correlation adds 0.237 ppm to the diamagnetic part and \(-0.057\) ppm to the paramagnetic part. With O at N the changes are 0.156 and 0.033 ppm; with the f functions restored they become 0.158 and 0.024 ppm, so the small paramagnetic change is not converged. In the latter case the diamagnetic change has a direct reading: correlation increases the mean inverse distance of the electrons from the proton.

## Variation 1: move the gauge origin

**Question.** Show that an exact state gives the same \(\sigma_{xx}\) when O moves by \(d\) along \(z\).

**Solution.** Replacing \(z_O\) by \(z_O-d\) changes the diamagnetic part by

\[
\Delta\sigma^d_{xx}=-\frac{\mu_0e^2d}{8\pi m_e}\Big\langle\sum\frac{z_N}{r_N^3}\Big\rangle,
\]

and changes \(L_{O,x}\) by \(+dP_y\), where \(P_y\) is the total momentum. Let \(Y=\sum y\). From \([H,Y]=-i\hbar P_y/m_e\),

\[
\langle n|P_y|0\rangle=\frac{im_e}{\hbar}(E_n-E_0)\langle n|Y|0\rangle.
\]

The energy denominator cancels. After that the term \(n=0\) may be added because \(\langle0|\Lambda_x|0\rangle=0\), and completeness gives

\[
\sum_{n\neq0}\frac{\mathrm{Re}\langle0|\Lambda_x|n\rangle\langle n|P_y|0\rangle}{E_n-E_0}
=\frac{im_e}{2\hbar}\langle[\Lambda_x,Y]\rangle
=-\frac{m_e}{2}\Big\langle\sum\frac{z_N}{r_N^3}\Big\rangle,
\]

since \([\Lambda_x,Y]=i\hbar\sum z_N/r_N^3\). Multiplication by \(-\mu_0e^2d/(4\pi m_e^2)\) gives \(\Delta\sigma^p_{xx}=-\Delta\sigma^d_{xx}\).

A finite basis violates the commutator relation and completeness. Moving O from the centre to N in the largest basis changes the isotropic parts by \(32.3444-26.0527=6.2917\) ppm and \(-5.6738-0.5428=-6.2166\) ppm. The remainder is 0.075 ppm.

The size of the shift can be estimated independently. At equilibrium the force on N vanishes, so for an exact state \(\langle\sum z_N/r_N^3\rangle=-1/R^2\). With \(d=R/2\) and the isotropic factor \(2/3\), the diamagnetic change is

\[
\frac23\cdot\frac\kappa2\cdot\frac R2\cdot\frac1{R^2}=\frac{\kappa}{6R}=\frac{53.2514}{6(1.4041)}=6.32\ \text{ppm}.
\]

The computed 6.29 ppm is within 0.5 % of this.

## Variation 2: replace full CI by a density functional

**Question.** Which response formula applies to LDA and PBE without current dependence, and how do their errors compare with the correlation effect?

**Solution.** The Kohn–Sham potential is local and depends on the density, including its gradients for PBE. For H2 both electrons occupy one orbital, and the argument of part 4 shows that the density has no linear change. The potential stays fixed, and the same uncoupled orbital sum applies with \(h+J\) replaced by the Kohn–Sham operator.

In aug-cc-pVTZ with O at the centre, LDA gives 26.35 ppm and PBE 26.61 ppm. Relative to full CI in that basis the errors are \(-0.21\) and \(+0.05\) ppm, while HF is off by \(-0.18\) ppm. In aug-cc-pVQZ with a finer grid both values rise by 0.04 ppm, to 26.39 and 26.65 ppm, while the errors stay near \(-0.20\) and \(+0.05\) ppm at all three origins. LDA therefore does no better than HF here, and PBE comes closer. One molecule at one geometry does not establish a ranking for other systems.

The numerical output below lists the energies and the remaining intermediate values.

## Values computed for the example and the checks

```
kappa = 53.2514 ppm
R_e, full CI/aug-cc-pVTZ = 1.4041 bohr = 74.30 pm
--- aug-cc-pVDZ: 18 orbitals, 40 states in the sum
energy: full CI -1.164666, HF -1.128807 hartree
origin centre: full CI 26.3394, HF 26.1966, difference 0.1427 ppm
origin proton N: full CI 26.7959, HF 26.5556, difference 0.2403 ppm
origin other proton: full CI 25.8828, HF 25.8376, difference 0.0452 ppm
full-CI spread over origins = 0.9131 ppm
sigma_xx, origin N: sum 26.39376, finite field 26.39375 ppm
HF sigma_xx, origin N: sum 26.03328, finite field 26.03328 ppm
HF density change on doubling B: factor 4.001
d sigma/dR near R_e, origin centre = -10.08 ppm/bohr
--- aug-cc-pVTZ: 46 orbitals, 260 states in the sum
energy: full CI -1.172636, HF -1.133004 hartree
origin centre: full CI 26.5615, HF 26.3795, difference 0.1820 ppm
origin proton N: full CI 26.7183, HF 26.5259, difference 0.1924 ppm
origin other proton: full CI 26.4047, HF 26.2332, difference 0.1715 ppm
full-CI spread over origins = 0.3135 ppm
sigma_xx, origin centre: sum 25.93359, finite field 25.93358 ppm
LDA (VWN), origin centre: 26.3528 ppm, minus full CI -0.2087 ppm
PBE, origin centre: 26.6076 ppm, minus full CI 0.0461 ppm
--- aug-cc-pVQZ without f: 64 orbitals, 504 states in the sum
energy: full CI -1.173605, HF -1.133446 hartree
origin centre: full CI 26.5955, HF 26.4163, difference 0.1792 ppm
origin proton N: full CI 26.6706, HF 26.4819, difference 0.1887 ppm
origin other proton: full CI 26.5204, HF 26.3508, difference 0.1696 ppm
full-CI spread over origins = 0.1502 ppm
--- details, aug-cc-pVQZ without f
<sum a0/r_N> = 1.82218
origin centre: sigma_xx 25.9748, sigma_zz 27.8369 ppm
origin centre: full CI dia 26.0527, para 0.5428 ppm
origin centre: HF dia 25.8161, para 0.6002 ppm
origin centre: correlation in dia 0.2366, in para -0.0574 ppm
origin centre: share of para from states below ionisation = 0.0 %
origin N: full CI dia 32.3444, para -5.6738 ppm
origin N: HF dia 32.1890, para -5.7070 ppm
origin N: correlation in dia 0.1555, in para 0.0332 ppm
origin N: share of para from states below ionisation = 29.7 %
lowest excitation in the sum = 0.51372 hartree
vertical ionisation energy = 0.60317 hartree
finite-field step = 3.0e-04 atomic units = 70.5 T
correlation effect, change from TZ to largest basis = -0.0028 ppm
main result: sigma = 26.596 ppm, correlation 0.179 ppm
```
